# Edge-Channel Resistances of a Hall Bar with a Partly Transmitting Gate

**Q:** A Hall bar on a quantum Hall plateau has no longitudinal resistance, because its edge channels do not backscatter. Now someone puts a gate across the middle, and a voltage appears along the edge. I doubt that this voltage can be predicted without knowing the shape of the gate potential. What exactly is the setup?

**A:** Current $I$ enters at contact 1 on the left and leaves at contact 4 on the right. Probes 2 and 3 sit on the upper edge, to the left and right of the gate. Probes 6 and 5 sit on the lower edge, again to the left and right of it. The probes draw no net current.

The Fermi level lies between Landau levels both outside and under the gate. Outside there are $N$ edge channels. Under the gate the electrons have a higher potential energy, so fewer Landau levels are filled and only $K$ channels exist, with $1\le K\le N$. Each spin state counts as a separate channel. I assume low temperature, linear response, opposite edges too far apart for tunnelling, a gate long enough that electrons do not tunnel between its left and right boundaries, and a potential that rises monotonically from the ungated region into the gate. Within these conditions its shape is free.

The field $\mathbf B=B\hat z$ points towards the reader, $\hat x$ to the right and $\hat y$ up. An electron of charge $-e$ that feels a force $\mathbf F$ drifts with velocity

$$\mathbf v=\frac{\mathbf F\times\mathbf B}{(-e)B^2}.$$

At the upper edge the confining force is $-F\hat y$. Since $\hat y\times\hat z=\hat x$, this gives $\mathbf v=+(F/eB)\hat x$, so electrons run to the right there. At the lower edge they run to the left. Without a gate the order of travel is $1\to2\to3\to4\to5\to6\to1$.

**Q:** Channels have different velocities. Why should a current depend on their number alone?

**A:** Take one channel leaving contact $j$, with energy $E(k)$ and velocity $v=\hbar^{-1}dE/dk$. Contact $j$ fills it up to $\mu_j$. Above a common reference energy $\mu_0$, the particle flow is

$$\int\frac{dk}{2\pi}\,v=\int_{\mu_0}^{\mu_j}\frac{dE}{2\pi\hbar}=\frac{\mu_j-\mu_0}{h}.$$

The velocity cancels against the density of states.

Let $T_{ij}$ be the transmission from contact $j$ to contact $i$, summed over channels. I take the contacts to be ideal: each absorbs every arriving channel and fills every departing one up to its own chemical potential. Contact $i$ then emits $N$ channels and absorbs what the other contacts transmit to it, so the net particle flow into the sample is

$$\frac1h\Big[N(\mu_i-\mu_0)-\sum_{j\ne i}T_{ij}(\mu_j-\mu_0)\Big].$$

Put $\mu_i-\mu_0=-eV_i$ and multiply by the charge $-e$. The two minus signs cancel, and the conventional current into the sample is

$$I_i=\frac{e^2}{h}\Big[NV_i-\sum_{j\neq i}T_{ij}V_j\Big].$$

These are Büttiker's equations for this bar. Unitarity of the scattering matrix fixes two sums. Everything that arrives at contact $i$ fills $N$ channels, so $\sum_jT_{ij}=N$. Everything that leaves contact $j$ arrives somewhere, so $\sum_iT_{ij}=N$. The first sum makes all currents vanish at equal voltages; the second makes the currents add up to zero.

**Q:** You still need the transmission of the gate. A sharp potential step will scatter electrons from one channel into another. Surely it is not simply $K$.

**A:** It is $K$ in total, even with such mixing. Look at the corner where the upper edge meets the left boundary of the gate. $N$ channels come in from probe 2. Under the gate, $K$ channels continue along the edge. The other $N-K$ follow the gate boundary. There the gate pushes electrons to the left, $\mathbf F=-F\hat x$, and $\hat x\times\hat z=-\hat y$ gives a drift $-(F/eB)\hat y$, which is downwards. These channels join the lower edge and run on to probe 6.

The corner is described by a unitary $N\times N$ matrix $s$. All incoming channels are filled by the same contact, so the filling of outgoing channel $m$ is proportional to $\sum_n|s_{mn}|^2=1$. Each of the $K$ channels entering the gate region is therefore as full as the incoming ones, whatever $s$ may be. Hence $T_{32}=K$ and $T_{62}=N-K$. The argument needs all channels entering the corner to come from probe 2, which is why the potential must rise monotonically. A dip beside the gate can hold extra states that link the two edges. In the lattice bar described below, a dip of $-0.57\,t$, two sites wide, lowers $T_{32}$ from 2 to 1.956.

On the right, $N$ channels arrive along the lower edge from probe 5. By the same argument $K$ pass under the gate to probe 6. The other $N-K$ climb the right boundary, where the force and hence the drift are reversed, and go to probe 3. Altogether

$$T_{21}=T_{43}=T_{54}=T_{16}=N,\qquad T_{32}=T_{65}=K,\qquad T_{35}=T_{62}=N-K,$$

and all other elements vanish.

**Q:** Then solve for the voltages, and leave nothing out.

**A:** The probe currents vanish. For probes 2 and 5,

$$0=NV_2-NV_1\ \Rightarrow\ V_2=V_1,\qquad 0=NV_5-NV_4\ \Rightarrow\ V_5=V_4.$$

For probes 3 and 6,

$$NV_3=KV_2+(N-K)V_5,\qquad NV_6=KV_5+(N-K)V_2.$$

Define $U=V_1-V_4$. Inserting $V_2=V_4+U$ and $V_5=V_4$ gives

$$V_3=V_4+\frac KN U,\qquad V_6=V_4+\Big(1-\frac KN\Big)U.$$

The source current is

$$I=\frac{e^2}{h}N(V_1-V_6)=\frac{e^2}{h}N\Big[U-\Big(1-\frac KN\Big)U\Big]=\frac{e^2}{h}KU.$$

As a check, $I_4=(e^2/h)N(V_4-V_3)=-(e^2/h)KU=-I$. Thus $U=hI/(Ke^2)$.

**Q:** So what does the pair of probes on one edge show?

**A:** Write $R_{ab}=(V_a-V_b)/I$. On the upper edge,

$$R_{23}=\Big(1-\frac KN\Big)\frac UI=\frac{h}{e^2}\frac1K\Big(1-\frac KN\Big)=\frac{h}{e^2}\Big(\frac1K-\frac1N\Big).$$

On the lower edge $V_6-V_5=(1-K/N)U$, so $R_{65}$ has the same value. It vanishes for $K=N$, when the gate reflects nothing, and grows as $K$ decreases.

The voltage arises because probe 3 receives two kinds of electrons: $K$ channels filled at $V_2$ and $N-K$ channels filled at $V_5$. It settles at their mean, which lies below $V_2$.

**Q:** If the gate changes the longitudinal voltage, it should spoil the Hall voltage as well.

**A:** Not across the ungated parts. From the voltages above,

$$V_2-V_6=\frac KNU,\qquad V_3-V_5=\frac KNU,$$

and with $U/I=h/(Ke^2)$ both give $R_{26}=R_{35}=h/(Ne^2)$. The gate reduces the current at fixed $U$, and it reduces these two voltages by the same factor.

**Q:** And across a diagonal? By symmetry I would expect both diagonals to give the same answer.

**A:** They differ. Taking upper minus lower probe each time,

$$R_{25}=\frac UI=\frac{h}{Ke^2},\qquad R_{36}=\Big(\frac{2K}{N}-1\Big)\frac UI=\frac{h}{e^2}\Big(\frac2N-\frac1K\Big).$$

The reason is visible if each diagonal is split into a Hall step and a step along an edge:

$$V_2-V_5=(V_2-V_3)+(V_3-V_5),\qquad V_3-V_6=(V_3-V_5)-(V_6-V_5).$$

The longitudinal voltage is added in one case and subtracted in the other. Hence $R_{25}+R_{36}=2h/(Ne^2)$ and $R_{25}-R_{36}=2R_{23}$. The diagonals agree only for $K=N$.

The symmetry you have in mind is a mirror that exchanges the two edges, but this mirror also reverses $\mathbf B$. It exchanges probe 2 with 6 and probe 3 with 5, so

$$R_{25}(-B)=R_{63}(B)=-R_{36}(B),\qquad R_{36}(-B)=R_{52}(B)=-R_{25}(B),$$

while $R_{23}(-B)=R_{65}(B)=R_{23}(B)$. Reversing the field makes the diagonals exchange magnitudes and change sign.

**Q:** Your second diagonal becomes negative when $K<N/2$. Is that not a sign of trouble?

**A:** No. It says that $V_3$ has fallen below $V_6$. For $K<N/2$ most channels reaching probe 3 were filled at the drain voltage, and most channels reaching probe 6 were filled at the source voltage. The resistance that governs power is $R_{14}=U/I=h/(Ke^2)$, which is positive.

**Q:** Power is my next objection. Scattering at the gate is elastic, yet you have a resistance. Where does the heat go?

**A:** In this model it goes into the contacts, where the electrons relax. At zero temperature, a channel filled to $\mu$ that enters a reservoir at $\mu_3$ delivers the excess power

$$\frac1h\int_{\mu_3}^{\mu}(E-\mu_3)\,dE=\frac{(\mu-\mu_3)^2}{2h}.$$

For probe 3 the differences are $|\mu_2-\mu_3|=e(1-K/N)U$ in $K$ channels and $|\mu_5-\mu_3|=e(K/N)U$ in $N-K$ channels. Therefore

$$P_3=\frac{e^2U^2}{2h}\,\frac{K(N-K)^2+(N-K)K^2}{N^2}=\frac{e^2U^2}{2h}\,\frac{K(N-K)}{N}.$$

The last step takes out the factor $K(N-K)$ and uses $(N-K)+K=N$. Inserting $U=hI/(Ke^2)$,

$$P_3=\frac{I^2}{2}\frac{h}{e^2}\frac{N-K}{NK}=\tfrac12R_{23}I^2.$$

Probe 6 receives the same amount, so the two together take $R_{23}I^2$. Contact 4 receives $N$ channels that differ from it by $e(K/N)U$, hence

$$P_4=\frac{N}{2h}\Big(\frac{eKU}{N}\Big)^2=\frac{h}{2Ne^2}I^2,$$

and contact 1 the same. The sum is $(h/e^2)(1/K-1/N+1/N)I^2=R_{14}I^2$, the full electrical power.

**Q:** Suppose the Fermi level under the gate is not in a gap, so that the gate transmits a fraction. Does everything collapse?

**A:** The integer is lost, but the structure remains as long as the ungated regions keep well-separated edges. Let $T_{32}=\mathcal T$ be any number between 0 and $N$. What leaves probe 2 reaches 3 or 6, so $T_{62}=N-\mathcal T$. What arrives at probe 3 came from 2 or 5, so $T_{35}=N-\mathcal T$. What leaves probe 5 reaches 3 or 6, so $T_{65}=\mathcal T$. These are the earlier elements with $K$ replaced by $\mathcal T$, and nowhere did the solution use that $K$ is an integer. For $\mathcal T>0$,

$$R_{23}=\frac{h}{e^2}\Big(\frac1{\mathcal T}-\frac1N\Big).$$

**Q:** Give me a case with numbers.

**A:** Take $N=3$, $K=2$, $I=10$ nA and $V_4=0$. With $h/e^2=25812.8\ \Omega$,

$$V_1=V_2=\frac{25812.8\ \Omega}{2}\times10\ \text{nA}=129.06\ \mu\text{V},\qquad V_5=0,$$

$$V_3=\tfrac23\times129.06\ \mu\text{V}=86.04\ \mu\text{V},\qquad V_6=\tfrac13\times129.06\ \mu\text{V}=43.02\ \mu\text{V}.$$

The upper edge shows $129.06-86.04=43.02\ \mu$V. Divided by 10 nA this is $R_{23}=4302\ \Omega$, or $\tfrac16h/e^2$. The diagonals are $R_{25}=12906\ \Omega$ and $R_{36}=(86.04-43.02)\ \mu\text{V}/10\ \text{nA}=4302\ \Omega$. That $R_{36}$ equals $R_{23}$ here is particular to this case: $2/N-1/K=1/K-1/N$ requires $K=2N/3$.

For $K=1$ the longitudinal resistance rises to $17209\ \Omega$, and $R_{36}$ is $-8604\ \Omega$.

**Q:** All this rests on your picture of channels turning corners. Has it been checked by something that does not know the picture?

**A:** Yes, with a spinless electron on a square lattice with nearest-neighbour hopping energy $t$. The field enters as phases of the hopping terms, with $1/14$ flux quantum per cell. The bar has $90\times24$ sites and six semi-infinite leads in the same field. All transmissions follow from its Green function; no rule about edge channels is put in.

The lowest four Landau levels lie at $-3.576$, $-2.776$, $-2.069$ and about $-1.45\,t$. On the lattice they are narrow bands; the fourth spans $-1.455$ to $-1.450\,t$. The Fermi energy, $-1.760\,t$, is above three of them, so $N=3$. A gate potential of $0.663\,t$ lifts the third level to $-1.407\,t$, above the Fermi energy, and leaves the second at $-2.113\,t$, below it. This is $K=2$. A potential of $1.416\,t$ gives $K=1$.

The tests require every resistance to agree with its formula within $0.01\,h/e^2$, for $K=3$, 2 and 1. The agreement is closer than that. The largest deviation occurs for $K=2$, where $T_{32}=1.99983$ instead of 2. The formula for fractional transmission then predicts $R_{14}=(1/1.99983)\,h/e^2=0.50004\,h/e^2$, which is the lattice value. The cause of the missing $0.00017$ was not examined.

With the field reversed and $K=1$, the lattice gives $R_{25}=0.333$ and $R_{36}=-1.000\,h/e^2$, against $1.000$ and $-0.333$ before. The exchange with change of sign is confirmed.

**Q:** Real edges are disordered. Beyond the gate the channels are unequally filled, so mixing between them must alter what probe 3 reads.

**A:** It alters the filling of individual channels, but an ideal probe responds to their sum. As long as the disorder does not connect opposite edges, elastic mixing on the way to the probe is unitary within one edge: $N$ channels enter the disordered stretch and $N$ leave it, so the total arriving from probe 2 is still $K$. Relaxation among channels of one edge conserves that edge's current and hence the mean filling. In the lattice bar, one sample of random site energies within $\pm0.3\,t$ left $R_{23}=0.667\,h/e^2$ for $K=1$.

**Q:** You keep saying "ideal". What if probe 3 is not?

**A:** Then the upper longitudinal formula loses its basis. Let the lead of probe 3 carry fewer than $N$ channels. Zero current now gives a weighted mean,

$$V_3=wV_2+(1-w)V_5,\qquad w=\frac{T_{32}}{T_{32}+T_{35}},$$

and therefore

$$R_{23}=(1-w)\frac UI=(1-w)\frac{h}{Ke^2}.$$

The ideal probe has $w=K/N$. For a lead with a single channel and $K<N$, $w$ can lie anywhere from 0 to 1, depending on which combination of the arriving channels enters the probe, and now mixing matters.

For $N=3$, $K=1$ the ideal value is $0.667\,h/e^2$. On the lattice, a probe lead with one channel gives $0.868\,h/e^2$, hence $w=0.132$. With two channels it gives $0.640\,h/e^2$, so the deviation can have either sign. These numbers belong to this probe position only. Shifting probe 3 along the edge by up to four sites moves the one-channel reading between about $0.11$ and $0.98\,h/e^2$, and the two-channel reading between about $0.52$ and $0.65\,h/e^2$. The disordered sample changes the one-channel reading to $0.797\,h/e^2$. Since the disorder also covers the mouth of the probe, this number does not isolate mixing along the edge.

**Q:** Does one bad probe ruin the whole measurement?

**A:** No. Whatever leaves or bypasses probe 3 runs into contact 4 and is absorbed there. Contact 4 alone feeds probe 5, so $V_5=V_4$ still holds. The equations for $V_2$, $V_6$ and $I$ do not contain $V_3$. Thus $R_{14}$, $R_{65}$, $R_{26}$ and $R_{25}$ keep their values, which the lattice tests confirm for all three altered probes. The resistances that use $V_3$, namely $R_{23}$, $R_{35}$ and $R_{36}$, lose their guarantee. A difference between $R_{23}$ and $R_{65}$ therefore shows that some assumption of the ideal bar has failed. The remaining values are in the numerical output.

## Computed values

```
h/e^2 = 25812.807 ohm
Worked example: N = 3, K = 2, I = 10 nA, V4 = 0
  V1 = 129.06 microvolt
  V2 = 129.06 microvolt
  V3 = 86.04 microvolt
  V4 = 0.00 microvolt
  V5 = 0.00 microvolt
  V6 = 43.02 microvolt
N = 3, K = 2: formula (h/e^2), lattice (h/e^2), formula (ohm)
  R(14)   0.50000   0.50004     12906.4
  R(23)   0.16667   0.16671      4302.1
  R(65)   0.16667   0.16671      4302.1
  R(26)   0.33333   0.33333      8604.3
  R(35)   0.33333   0.33333      8604.3
  R(25)   0.50000   0.50004     12906.4
  R(36)   0.16667   0.16662      4302.1
N = 3, K = 1: formula (h/e^2), lattice (h/e^2), formula (ohm)
  R(14)   1.00000   1.00000     25812.8
  R(23)   0.66667   0.66667     17208.5
  R(65)   0.66667   0.66667     17208.5
  R(26)   0.33333   0.33333      8604.3
  R(35)   0.33333   0.33333      8604.3
  R(25)   1.00000   1.00000     25812.8
  R(36)  -0.33333  -0.33333     -8604.3
Lattice: 90 x 24 sites, probe width 20 sites, 1/14 flux quantum per cell
Lowest four Landau levels (t): -3.5760 -2.7757 -2.0694 -1.4503
Fermi energy = -1.7598 t
Gate potential: K=2 0.6627 t, K=1 1.4160 t
K=3: T21=3.00000 T32=3.00000 T35=0.00000, largest error of any T = 4.0e-07
K=2: T21=3.00000 T32=1.99983 T35=1.00017, largest error of any T = 1.7e-04
K=1: T21=3.00000 T32=1.00000 T35=2.00000, largest error of any T = 1.5e-06
Ungated lattice bar: R(23) = 0.00000, R(25) = 0.33333, R(36) = 0.33333 h/e^2
Reversed field, K=1: R(23) = 0.66667, R(25) = 0.33333, R(36) = -1.00000 h/e^2
Disorder within +-0.3 t, K=1: R(23) = 0.66667, R(36) = -0.33334 h/e^2
Probe 3 lead with fewer channels, K=1 (ideal probe 0.66667 h/e^2):
  1 channel, clean: R(23) = 0.86785 h/e^2
  2 channels, clean: R(23) = 0.64037 h/e^2
  1 channel, disorder: R(23) = 0.79659 h/e^2
```
